# Step repulsion from the terrace-width variance of a vicinal surface

## Problem

A vicinal crystal surface carries a train of steps, all descending in the same direction. The steps run along \(y\), on average straight, and step \(i\) has position \(x_i(y)\). They cannot cross. Each has stiffness \(\beta\), an energy per length, and two steps a distance \(d\) apart repel with energy \(A/d^2\) per unit length along \(y\). The surface is in equilibrium at temperature \(T\). Let \(s=w/L\) be a terrace width \(w\) divided by its mean \(L\), and let its distribution be the generalised Wigner form

\[
P(s)=a\,s^{\rho}e^{-bs^2},\qquad \int_0^\infty P\,ds=1,\qquad \int_0^\infty sP\,ds=1 .
\]

The measured variance of \(s\) is \(v=0.1045\).

1. Relate \(\rho\) to the dimensionless repulsion \(\tilde A=A\beta/(kT)^2\).
2. Express \(v\) through \(\rho\), and show that one variance belongs to one \(\rho\).
3. Find \(\tilde A\), and its uncertainty from the rounding of the datum.
4. Estimate the error made by using \(P(s)\) for a train of many steps.
5. For \(T=1200\) K, \(\beta=0.3\) eV/nm and \(L=10\) nm, find \(A\). Decide which imperfections of a measurement matter, and whether the terraces may be measured during growth.

## Solution

### 1. From fluctuating steps to the exponent

For small slopes, a configuration has the Boltzmann weight

\[
\exp\left\{-\frac1{kT}\int dy\left[\sum_i\frac{\beta}{2}\left(\frac{dx_i}{dy}\right)^2+\sum_{i<j}\frac{A}{(x_i-x_j)^2}\right]\right\}.
\]

Cut the surface into slices of thickness \(\Delta y\). Across one slice the stiffness gives each step the factor \(\exp[-\beta(\Delta x)^2/(2kT\Delta y)]\), a Gaussian of variance \(kT\Delta y/\beta\). Convolution with a normalised Gaussian of variance \(\sigma^2\) is the operator \(\exp(\tfrac12\sigma^2\partial_x^2)\). Hence, up to a constant factor and for small \(\Delta y\), a slice acts as \(\exp(-\Delta y\,H/kT)\) with

\[
H=-\frac{(kT)^2}{2\beta}\sum_i\frac{\partial^2}{\partial x_i^2}+\sum_{i<j}\frac{A}{(x_i-x_j)^2}.
\]

Many slices project onto the lowest state \(\Phi\) of \(H\). At a line far from both ends of the steps, the part of the surface on each side contributes one factor \(\Phi\), so the joint density of step positions is \(\Phi^2\). Multiplying \(H\) by \(\beta/(kT)^2\) leaves

\[
h=-\frac12\sum_i\partial_i^2+\tilde A\sum_{i<j}\frac1{(x_i-x_j)^2},\qquad \tilde A=\frac{A\beta}{(kT)^2}.
\]

With \(A\) in eV nm and \(\beta\) in eV/nm, \(\tilde A\) is a pure number.

**Two steps.** Put \(X=(x_1+x_2)/2\) and \(r=x_2-x_1>0\). Then \(\partial_1=\tfrac12\partial_X-\partial_r\) and \(\partial_2=\tfrac12\partial_X+\partial_r\), so \(\tfrac12(\partial_1^2+\partial_2^2)=\tfrac14\partial_X^2+\partial_r^2\). Let a parabolic well \(\omega^2r^2\) stand for the confinement by the other steps. The relative motion obeys

\[
-\phi''+\frac{\tilde A}{r^2}\phi+\omega^2r^2\phi=E\phi .
\]

Try \(\phi=r^\lambda e^{-\omega r^2/2}\). Since \(\phi'/\phi=\lambda/r-\omega r\),

\[
\frac{\phi''}{\phi}=\left(\frac{\lambda}{r}-\omega r\right)^2-\frac{\lambda}{r^2}-\omega
=\frac{\lambda(\lambda-1)}{r^2}-\omega(2\lambda+1)+\omega^2r^2 .
\]

The equation holds if \(\lambda(\lambda-1)=\tilde A\) and \(E=\omega(2\lambda+1)\). The roots are \(\lambda=\tfrac12(1\pm\sqrt{1+4\tilde A})\). For \(\tilde A>0\) the lower root is negative, and the mean repulsion energy, proportional to \(\int r^{2\lambda-2}dr\) near contact, diverges. For \(\tilde A=0\) the lower root is \(\lambda=0\), which does not vanish at contact as non-crossing requires. The upper root is therefore the physical one. Its \(\phi\) has no node, so it is the ground state.

The density is \(\phi^2\propto r^{2\lambda}e^{-\omega r^2}\). With \(r=Ls\) this is the generalised Wigner form, with \(b=\omega L^2\) and \(\rho=2\lambda\). Therefore

\[
\tilde A=\frac{\rho}{2}\left(\frac{\rho}{2}-1\right)=\frac{\rho(\rho-2)}4,\qquad \rho=1+\sqrt{1+4\tilde A}.
\]

**Many steps.** The same exponent governs a whole train. Place \(N\) steps on a ring of length \(R\), put \(\kappa=\pi/R\) and \(\theta_{ij}=\kappa(x_i-x_j)\), and replace \(1/d^2\) by its sum over periodic images, \(\kappa^2/\sin^2\theta_{ij}\). Take \(\Phi=\prod_{i<j}|\sin\theta_{ij}|^\lambda\). Then \(\partial_i\Phi/\Phi=\lambda\kappa\sum_{j\ne i}\cot\theta_{ij}\), and

\[
\frac{\sum_i\partial_i^2\Phi}{\Phi}=\lambda^2\kappa^2\sum_i\Big(\sum_{j\neq i}\cot\theta_{ij}\Big)^2-\lambda\kappa^2\sum_i\sum_{j\ne i}\frac1{\sin^2\theta_{ij}} .
\]

Let \(S=\sum_{i<j}1/\sin^2\theta_{ij}\). The last double sum is \(2S\). In the square, the terms with equal partners give \(\sum_i\sum_{j\ne i}\cot^2\theta_{ij}=2S-N(N-1)\). The mixed terms involve three steps. As \(\theta_{ij}+\theta_{jk}+\theta_{ki}=0\), the addition theorem gives

\[
\cot\theta_{ij}\cot\theta_{jk}+\cot\theta_{jk}\cot\theta_{ki}+\cot\theta_{ki}\cot\theta_{ij}=1 .
\]

The mixed product at step \(i\) is \(\cot\theta_{ij}\cot\theta_{ik}=-\cot\theta_{ij}\cot\theta_{ki}\), and each product occurs twice, so a triple contributes \(-2\). There are \(N(N-1)(N-2)/6\) triples. Collecting terms, and using \(1+(N-2)/3=(N+1)/3\),

\[
-\frac12\frac{\sum_i\partial_i^2\Phi}{\Phi}=-\lambda(\lambda-1)\kappa^2S+\frac{\lambda^2\kappa^2N(N^2-1)}6 .
\]

The repulsion \(\tilde A\kappa^2S\) cancels the first term when \(\tilde A=\lambda(\lambda-1)\), and a constant energy remains. \(\Phi\) has no node while the steps keep their order, so it is the ground state. When one gap closes, \(\Phi^2\) vanishes as \(s^{2\lambda}=s^\rho\). The relation between \(\rho\) and \(\tilde A\) thus survives for many steps. The full gap distribution is no longer the two-step one, and \(P(s)\) becomes an approximation, which part 4 assesses.

### 2. The variance as a function of the exponent

The substitution \(t=bs^2\) gives

\[
I_n=\int_0^\infty s^{\rho+n}e^{-bs^2}ds=\frac12\,b^{-(\rho+n+1)/2}\,\Gamma\!\left(\frac{\rho+n+1}2\right).
\]

Unit area requires \(a=1/I_0\). Unit mean requires \(I_1/I_0=1\), so

\[
a=\frac{2b^{(\rho+1)/2}}{\Gamma\left(\frac{\rho+1}2\right)},\qquad
b=\left[\frac{\Gamma\left(\frac{\rho+2}2\right)}{\Gamma\left(\frac{\rho+1}2\right)}\right]^2 .
\]

From \(\Gamma(z+1)=z\Gamma(z)\) with \(z=(\rho+1)/2\), the second moment is \(I_2/I_0=(\rho+1)/(2b)\). Subtracting the squared mean,

\[
v=\frac{\rho+1}{2b}-1 .
\]

To show that \(v\) determines \(\rho\), write \(x=(\rho+1)/2\). Then \(\ln(1+v)=\ln x+2\ln\Gamma(x)-2\ln\Gamma(x+\tfrac12)\). Let \(\psi_0\) be the derivative of \(\ln\Gamma\), for which \(\psi_0(x+1)=\psi_0(x)+1/x\). Since \(dx/d\rho=\tfrac12\),

\[
\frac{d\ln(1+v)}{d\rho}=\frac12\left[\psi_0(x+1)+\psi_0(x)-2\psi_0(x+\tfrac12)\right].
\]

The bracket compares the values at two ends of an interval with twice the value at its midpoint. Because \(\psi_0''(x)=-2\sum_{n\ge0}(x+n)^{-3}<0\), the function is strictly concave and the bracket is negative. The variance falls steadily with \(\rho\), and the inversion is unique.

Two limits show the range. Without energetic repulsion, \(\tilde A=0\) and \(\rho=2\), so \(b=[\Gamma(2)/\Gamma(3/2)]^2=4/\pi\) and \(v=3\pi/8-1=0.1781\). This width comes from non-crossing alone. Within the generalised Wigner form, a larger variance cannot be assigned to a repulsive \(A\). A long train without repulsion has a slightly larger variance, 0.180, so a measured value just above 0.1781 is not by itself a sign of attraction.

For large \(\rho\), \([\Gamma(x+\tfrac12)/\Gamma(x)]^2\simeq x-\tfrac14\), so \(v\simeq1/(4x)=1/[2(\rho+1)]\). With \(\rho\simeq2\sqrt{\tilde A}\), the leading law is \(v\simeq1/(4\sqrt{\tilde A})\). That law is too crude for the present datum: it would give \(\tilde A\simeq1/(16v^2)\simeq5.7\).

### 3. The repulsion

Try \(\rho=4\). With \(\Gamma(3)=2\) and \(\Gamma(5/2)=3\sqrt\pi/4\),

\[
b=\left(\frac8{3\sqrt\pi}\right)^2=\frac{64}{9\pi}=2.2635,\qquad
v=\frac52\cdot\frac{9\pi}{64}-1=\frac{45\pi}{128}-1=0.104466 .
\]

This rounds to the measured 0.1045. By uniqueness no other exponent gives this variance, and

\[
\tilde A=\frac{4(4-2)}4=2 .
\]

Taking 0.1045 literally gives \(\rho=3.998\) and \(\tilde A=1.998\). All variances that round to 0.1045 correspond to \(\tilde A\) between 1.994 and 2.001, so the datum and \(\tilde A=2\) agree within rounding.

The sensitivity follows from \(d\tilde A/d\rho=(\rho-1)/2\simeq1.50\) and \(dv/d\rho=-0.0217\):

\[
\frac{d\tilde A}{dv}\simeq\frac{1.50}{-0.0217}\simeq-69 .
\]

In relative terms the factor is \(69\times0.1045/2\simeq3.6\). A variance too large by 1% makes the inferred repulsion too small by about 3.6%. Four digits of \(v\) are thus far more than an ordinary measurement supports, as part 5 shows.

### 4. Two steps standing for many

For \(\rho=4\) the gap variance of a long train can be computed without the Wigner form. Let \(E(s)\) be the probability that an interval of length \(s\), in units of the mean gap, contains no step. Its second derivative is the gap distribution, with \(E(0)=1\) and \(E'(0)=-1\). Two integrations by parts give \(\int_0^\infty s^2E''ds=2\int_0^\infty E\,ds\), hence

\[
v=2\int_0^\infty E(s)\,ds-1 .
\]

The joint density with exponent 4 is also that of the eigenvalues of a random-matrix ensemble, the symplectic one. I take from random-matrix theory, without deriving it here, that

\[
E(s)=\tfrac12\left[D_+(2s)+D_-(2s)\right],
\]

where \(D_\pm(t)\) are the determinants of \(1-K_\pm\) on \((0,t/2)\), and \(K_\pm(x,y)=\frac{\sin\pi(x-y)}{\pi(x-y)}\pm\frac{\sin\pi(x+y)}{\pi(x+y)}\).

Numerical evaluation gives \(v=0.1041\), against 0.1045 from the two-step form. A separate sample of 1000 random matrices, with 50 central gaps from each, gave 0.1028. This agrees within the tolerance of 0.003 set for the test. The sample supports the determinant value at that level but cannot resolve the difference of 0.0004 between the two theoretical numbers.

If a long train with \(\tilde A=2\) is analysed with \(P(s)\), the variance 0.1041 returns \(\tilde A=2.03\), about 1% too high. Conversely, for a long train the datum 0.1045 means \(\tilde A\simeq1.97\). The stated value of 2 belongs to the generalised Wigner distribution, and this shift is the price of its simplicity at this exponent.

### 5. The surface in laboratory units

**The repulsion.** At 1200 K, \(kT=0.1034\) eV. Therefore

\[
A=\frac{\tilde A(kT)^2}{\beta}=\frac{1.998\times(0.1034\ \text{eV})^2}{0.3\ \text{eV/nm}}=0.071\ \text{eV nm}=0.71\ \text{eV Å}.
\]

At the mean spacing the repulsion of one pair is \(A/L^2=0.71\) meV per nm of step. The energy is small, but it acts over long lengths. A free step wanders by \(\langle(\Delta x)^2\rangle=kT\,y/\beta\) over a length \(y\), and this reaches \(L^2\) at the collision length

\[
y_c=\frac{L^2\beta}{kT}=\frac{100\times0.3}{0.1034}\ \text{nm}\simeq290\ \text{nm}.
\]

Over \(y_c\) one pair at the mean spacing has a repulsion energy of about 0.21 eV, which is \(\tilde A\,kT\). This is the meaning of \(\tilde A\): the repulsion energy per collision length in units of \(kT\).

The rms slope over \(y_c\) is \(L/y_c=0.034\), which supports the small-slope form at this scale. At atomic lengths the slope is not small, so \(\beta\) must be the stiffness of a step already averaged over its kinks.

As a test in these units, two fluctuating steps were followed numerically in slices of 0.5 nm, with the \(A\), \(\beta\) and \(T\) above and a parabolic well set for a mean gap of 10 nm. The result was a mean gap of 9.998 nm and a variance of 0.1046, within the required 1% of the datum.

**Sampling.** The standard deviation of the widths is \(\sqrt{0.1045}\times10\) nm \(=3.2\) nm. Suppose \(M\) independent terraces are measured. The estimate of \(v\) is the sample variance divided by the squared sample mean. To first order a terrace contributes \((s-1)^2-v-2v(s-1)\) to its error, the last term coming from the mean. Squaring and averaging, with central moments \(\mu_3\) and \(\mu_4\),

\[
\operatorname{var}(\hat v)=\frac{\mu_4-v^2-4v\mu_3+4v^3}{M}.
\]

For \(M=1000\) the standard deviation is 0.0047, which means \(\pm0.32\) in \(\tilde A\), or 16%. Consecutive terraces on one scan line are not quite independent, because neighbouring widths are anticorrelated; for a long train this raises the standard deviation slightly, to about 0.0050. Scan lines too close together see nearly the same fluctuation and do not count as independent. In the two-step model the levels that couple to the width are spaced by \(4\omega\), so its correlation along \(y\) decays over a length \(y_c/(4b)\), about 32 nm here. Scan lines should be several times this length apart; slower variations shared by many steps can require more.

**Broadening.** Three imperfections add to the variance. In each case below, the correction is made with the other two absent.

- An independent rms error of 0.3 nm in locating each edge enters a width twice and adds \(2(0.3/10)^2=0.0018\). Removing it raises \(\tilde A\) to 2.13.
- If the local mean width varies by a relative rms \(u\), independently of \(s\), the second moment becomes \((1+u^2)(1+v)\). The added variance is \(u^2(1+v)\), or 0.0028 for \(u=5\%\). Removing it gives \(\tilde A=2.20\).
- Rounding widths to atomic rows 0.33 nm apart adds nearly \(0.33^2/(12\times10^2)=0.00009\), the variance of a uniform rounding error. The corrected value is 2.004.

The first two shifts are systematic, so more terraces do not remove them. Together they are as large as the sampling error, and both make the repulsion look too weak.

**Growth.** Let steps advance towards larger \(x\), and let \(w_n=x_{n+1}-x_n\) be the terrace in front of step \(n\). At a growth rate of \(F\) bilayers per second, the strongest one-sided case is that all material landing on this terrace joins step \(n\). Then \(dx_n/dt=Fw_n\), and

\[
\frac{dw_n}{dt}=F(w_{n+1}-w_n).
\]

A disturbance \(\delta w_n\propto e^{iqn}\) has the rate \(F(e^{iq}-1)\), whose real part is \(-F(1-\cos q)\). Width differences are damped at a rate of at most \(2F\), by kinetics that have nothing to do with \(A\). If both neighbouring terraces feed a step equally, the rate is \(iF\sin q\) and there is no damping. If all material comes from the terrace behind, the sign is reversed and the differences grow.

A growth rate of 10 nm/min with bilayers about 0.31 nm high means \(F\simeq0.5\) s\(^{-1}\). Take 1 s, a rough value, for the thermal relaxation of a fluctuation of length \(y_c\). The ratio of the largest flow damping to the thermal rate is then \(2\times0.5\times1\simeq1\). This ratio is an upper estimate. The width fluctuates over the shorter length \(y_c/(4b)\), and when attachment at the steps limits their motion the relaxation time varies as the square of the length. If 1 s is the time at wavenumber \(1/y_c\), the widths relax about \((4b)^2\simeq80\) times faster and the ratio falls to about 0.01. If it is the time for a wavelength \(y_c\), the ratio is a few tenths. Whether such growth disturbs the distribution thus depends on the step kinetics, and unless the relaxation time of the widths is known to be far below \(1/(2F)\), the terraces should not be measured during growth. One-sided feeding from the front would be expected to narrow the distribution and imitate a stronger repulsion; the size of that change is not calculated here.

For a ratio of 0.01 the growth rate must stay below about 0.09 nm/min if the widths themselves take 1 s to relax. This is a cautious bound, since the limit varies inversely with that time. With the supply stopped, sublimation at a rough \(10^{-4}\) bilayers per second gives a ratio of \(2\times10^{-4}\). An anneal much longer than the relaxation time then lets neighbouring terraces equilibrate. Width variations spread over many terraces relax more slowly and need a longer anneal. Heating by a direct current through the crystal needs separate care: it makes adatoms drift and can bunch the steps on Si(111), however long the anneal. The equilibrium assumption holds only if such bunching is absent.

**Comparison with silicon.** The parameters are rough values for vicinal Si(111) above the temperature at which its 7×7 reconstruction disappears. The repulsion follows from the variance set in the problem, not from a silicon measurement. At 0.7 eV Å it lies somewhat above the few tenths of an eV Å that are a rough typical size for this surface. The inferred \(A\) also inherits the error of the stiffness: at fixed \(\tilde A\) and \(T\), a stiffness 20% larger gives an \(A\) 17% smaller. If the widths are imaged after cooling, \(T\) must be the temperature at which they froze. This requires that the distribution survived the cooling: on vicinal Si(111) the formation of the 7×7 reconstruction can gather steps into bunches, and the analysis then fails. Freezing at 1150 K instead of 1200 K, with \(\beta\) held fixed, would lower \(A\) by the factor \((1150/1200)^2=0.92\).

**Spiral hills.** Near the core of a growth spiral the steps are strongly curved and their spacing is set by the rotation of the spiral, so the analysis does not apply there. On the outer flank it can apply approximately after growth has stopped, provided the steps are nearly straight over a collision length and the hill, whose curved steps are driven by their line tension, decays slowly compared with the step fluctuations. An arc of radius \(R_c\) departs from its chord by \(y_c^2/(8R_c)\). Keeping this well below \(L\) requires \(R_c\gg290^2/80\) nm, or about 1 µm. The mean spacing must also be uniform over the measured area, since a 5% variation already shifts \(\tilde A\) by 0.2.

The numerical output below lists the values used here.

## Computed values

```
INFERENCE
measured normalised variance        0.1045
variance at rho = 4                 0.104466
b at rho = 4                        2.26354
a at rho = 4                        11.59746
rho from measured variance          3.9984
A beta/(kT)^2 from variance         1.9977
  lowest within rounding            1.9942
  highest within rounding           2.0011
d variance/d rho                    -0.02169
d strength/d variance               -69.11
variance without repulsion (rho=2)  0.1781
MANY-STEP CHECK AT rho = 4
exact gap variance (determinants)   0.104098
gap variance, random matrices       0.1028
strength inferred from exact gaps   2.0256
EXAMPLE, rough Si(111) values
temperature                         1200 K
kT                                  0.10341 eV
stiffness                           0.30 eV/nm
mean terrace width                  10.0 nm
standard deviation of width         3.233 nm
repulsion A                         0.07120 eV nm
repulsion A                         0.7120 eV angstrom
A/L^2 at mean width                 0.7120 meV/nm
transfer matrix: mean width         9.998 nm
transfer matrix: variance           0.10456
collision length                    290.1 nm
rms slope over that length          0.0345
NEGLECTED EFFECTS
terraces sampled                    1000
sampling sd of variance             0.00467
sampling sd of strength             0.323
edge error: size                 0.300 nm
  variance added                    0.001800
  strength after removing it        2.1260
miscut spread: size                 5.000 %
  variance added                    0.002761
  strength after removing it        2.1979
atomic row: size                 0.333 nm
  variance added                    0.000092
  strength after removing it        2.0040
thermal relaxation time (rough)     1.0 s
growth rate                         10.0 nm/min
growth rate                         0.532 bilayer/s
flow/thermal rate, growth           1.063
sublimation rate (rough)            1.0e-04 bilayer/s
flow/thermal rate, sublimation      2.0e-04
growth rate for ratio 0.01          0.094 nm/min
```
